# Why the prefactor of oxide tunnelling peaks at four

An electron 0.1 eV above the conduction-band edge of silicon meets 2.0 nm of silica, with a barrier of 3.1 eV and more silicon behind it. In the model below, the factor $e^{-2\kappa d}$ is $1.26\times10^{-11}$, but the transmission is $3.5\times10^{-12}$, smaller by a factor of 3.6. At an electron energy of 2.0 eV the same model gives a transmission four times larger than its exponential. The factor in front is therefore neither one nor constant, and it can exceed one. Two derivations show what sets it and why, for a thick barrier, it cannot exceed 4.

## The model and its matching rule

The oxide fills $0<x<d$. Its band edge lies at a constant height $V$ above the band edge of both electrodes, and the electron has energy $E$ with $0<E<V$. It moves along $x$, normal to the interfaces. The effective masses are $m_1$ on the left, $m_{ox}$ in the oxide and $m_3$ on the right. Each band is parabolic, so

$$k_j=\frac{\sqrt{2m_jE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m_{ox}(V-E)}}{\hbar}.$$

The wave equation with a mass that depends on position is

$$-\frac{\hbar^2}{2}\frac{d}{dx}\left(\frac{1}{m(x)}\frac{d\psi}{dx}\right)+V(x)\psi=E\psi .$$

Integrate it over a vanishingly short interval across an interface. The terms $V\psi$ and $E\psi$ are finite and contribute nothing, so $\psi'/m$ has no jump. The model also takes $\psi$ itself as continuous. It is convenient to define

$$\phi=\frac{\hbar}{m}\frac{d\psi}{dx},$$

so that $\psi$ and $\phi$ are both continuous. The particle current is $j=\mathrm{Im}(\psi^*\phi)$, and it is therefore continuous too.

For a wave $e^{ik_jx}$ one has $\phi=iv_j\psi$, with $v_j=\hbar k_j/m_j$. For $e^{-\kappa x}$ in the oxide, $\phi=-u\psi$, with

$$u=\frac{\hbar\kappa}{m_{ox}} .$$

This $u$ is called the evanescent velocity. It has the dimension of a velocity, but it is not the speed of anything inside the oxide. The result to be shown is that for $e^{-2\kappa d}\ll1$

$$T\simeq P\,e^{-2\kappa d},\qquad P=\frac{16\,v_1v_3u^2}{(v_1^2+u^2)(v_3^2+u^2)}\le4, \tag{1}$$

with equality when $v_1=v_3=u$ and in no other case.

## First derivation: the whole barrier at once

Take an incident wave of unit amplitude. On the left $\psi=e^{ik_1x}+re^{-ik_1x}$, and on the right $\psi=t\,e^{ik_3(x-d)}$. At $x=d$ this gives $\psi=t$ and $\phi=iv_3t$.

In the oxide $\psi''=\kappa^2\psi$. The solution with given values at $x=d$ is

$$\psi(x)=\psi(d)\cosh\kappa(x-d)+\frac{\phi(d)}{u}\sinh\kappa(x-d),$$

because $\psi'(d)/\kappa=m_{ox}\phi(d)/(\hbar\kappa)=\phi(d)/u$. Write $C=\cosh\kappa d$ and $S=\sinh\kappa d$. At $x=0$ the argument is $-\kappa d$, which reverses the sign of the hyperbolic sine:

$$\psi(0)=t\left(C-\frac{iv_3}{u}S\right),\qquad \phi(0)=t\,(iv_3C-uS).$$

On the left side of the same interface, $\psi(0)=1+r$ and $\phi(0)=iv_1(1-r)$. The combination $\psi(0)+\phi(0)/(iv_1)$ removes $r$ and equals 2. Since $-u/(iv_1)=iu/v_1$,

$$\frac{2}{t}=\left(1+\frac{v_3}{v_1}\right)C+i\left(\frac{u}{v_1}-\frac{v_3}{u}\right)S .$$

The transmission is a ratio of currents, $T=(v_3/v_1)|t|^2$. Taking the squared modulus, and multiplying numerator and denominator by $v_1^2$, gives

$$T=\frac{4v_1v_3}{(v_1+v_3)^2C^2+(u-v_1v_3/u)^2S^2}.$$

Now put $C^2=1+S^2$. The coefficient of $S^2$ becomes

$$(v_1+v_3)^2+\left(u-\frac{v_1v_3}{u}\right)^2
=v_1^2+v_3^2+u^2+\frac{v_1^2v_3^2}{u^2}
=\frac{(u^2+v_1^2)(u^2+v_3^2)}{u^2}, \tag{2}$$

where the terms $\pm2v_1v_3$ cancel. Hence, for any thickness,

$$T=\frac{4v_1v_3}{(v_1+v_3)^2+\dfrac{(u^2+v_1^2)(u^2+v_3^2)}{u^2}\,S^2}. \tag{3}$$

For a thick barrier $S^2\simeq e^{2\kappa d}/4$. The first term of the denominator can then be dropped: by (2), $(v_1+v_3)^2$ is never larger than the coefficient of $S^2$, and $S^2\gg1$. What remains is (1), its 16 being the 4 in the numerator times the 4 from $S^2$.

To find the maximum, write

$$P=4\;\frac{2v_1u}{v_1^2+u^2}\;\frac{2v_3u}{v_3^2+u^2}. \tag{4}$$

Each fraction obeys

$$1-\frac{2vu}{v^2+u^2}=\frac{(v-u)^2}{v^2+u^2}\ge0,$$

so it is at most 1 and reaches 1 at $v=u$ alone. This proves the bound and the condition for equality. If one electrode has $v_3\ne u$, no choice of $v_1$ brings $P$ up to 4.

The shape of the peak also follows. With $y_j=\ln(v_j/u)$, each fraction is $1/\cosh y_j$, and for equal electrodes

$$P=\frac{4}{\cosh^2 y},\qquad y=\ln\frac{v}{u}.$$

The prefactor depends on the ratio of velocities and is unchanged when the ratio is inverted. At $v/u=0.5$ and at $v/u=2$ it is 2.56; at 0.1 and at 10 it is 0.157. A mismatch by a factor of two thus costs about a third of the peak value.

As a test, the four matching equations were solved numerically for the 2.0 nm oxide, with $\kappa$ held at its value in the example and both electrode velocities free. The search found a largest prefactor of 4.0000, at $v_1/u=v_3/u=1.0000$.

## Second derivation: one interface at a time

Suppose first that the oxide extends without end to the right. Inside it there is then one decaying wave, $a\,e^{-\kappa x}$. Continuity of $\psi$ and $\phi$ at $x=0$ requires

$$1+r=a,\qquad iv_1(1-r)=-ua .$$

The second equation is $1-r=iua/v_1$. Adding it to the first gives $2=a(1+iu/v_1)$, so

$$a=\frac{2v_1}{v_1+iu},\qquad r=a-1=\frac{v_1-iu}{v_1+iu}. \tag{5}$$

Reflection is total, $|r|=1$, but with a phase: $r=e^{-2i\theta_1}$, where $\tan\theta_1=u/v_1$.

Next consider the far interface. A decaying wave arrives there with amplitude $A$, and the interface sends back a wave that decays towards the left:

$$\psi=A\,e^{-\kappa(x-d)}+B\,e^{\kappa(x-d)} .$$

Matching to $t\,e^{ik_3(x-d)}$ gives $A+B=t$ and $u(B-A)=iv_3t$. Subtracting the second, divided by $u$, from the first leaves $2A=t(1-iv_3/u)$. Therefore

$$t=\frac{2u}{u-iv_3}A,\qquad B=t-A=\frac{u+iv_3}{u-iv_3}A. \tag{6}$$

To leading order in a thick barrier, the wave that reaches the far side is the one launched at the near side, $A=a\,e^{-\kappa d}$. Then

$$T=\frac{v_3}{v_1}|t|^2=\frac{v_3}{v_1}\cdot\frac{4v_1^2}{v_1^2+u^2}\cdot\frac{4u^2}{u^2+v_3^2}\,e^{-2\kappa d},$$

which is (1) again. Each interface supplies one factor of 4.

**Why the prefactor can exceed one.** The exponential is the ratio of $|\psi|^2$ for a decaying wave at two places. It is not a ratio of currents, so $T$ need not stay below it. The ceiling is four times higher: since $(v_1+v_3)^2\ge4v_1v_3$, the exact formula gives $T\le1/\cosh^2\kappa d<4e^{-2\kappa d}$ at any thickness. A single real exponential carries no current, since $\mathrm{Im}(\psi^*\phi)=0$ for it. The current in the oxide comes from the overlap of the two exponentials in (6):

$$j=\mathrm{Im}(\psi^*\phi)=2u\,\mathrm{Im}(A^*B)=2u|A|^2\,\frac{2uv_3}{u^2+v_3^2}. \tag{7}$$

The growing and decaying parts multiply to a constant, so $j$ does not depend on $x$, as it must not. Here $|B|=|A|$ whatever $v_3$ is, so for a given $|A|$ the current depends on the phase between them. It is largest when they are a quarter cycle apart, which happens at $v_3=u$.

At the entrance the relevant quantity is the density launched into the oxide per unit incident current,

$$\frac{|a|^2}{v_1}=\frac{4v_1}{v_1^2+u^2}=\frac2u\,\frac{2v_1u}{v_1^2+u^2}.$$

When $v_1\ll u$, incident and reflected waves nearly cancel at the interface. When $v_1\gg u$, they add, but a fast wave has little density for its current. The best compromise is $v_1=u$, where $r=-i$. The product of the last two results gives $T=4\sin2\theta_1\sin2\theta_3\,e^{-2\kappa d}$, with $\tan\theta_j=u/v_j$. This is (4) in terms of reflection phases.

**How thick is thick.** The returning wave $B$ reaches the near interface reduced by $e^{-\kappa d}$ and is reflected there. By the symmetry of the problem, the reflection factor has the form in (6) with $v_1$ in place of $v_3$. Write these factors as $\rho_j=(u+iv_j)/(u-iv_j)$. One round trip multiplies the wave by $\rho_1\rho_3\varepsilon$, with $\varepsilon=e^{-2\kappa d}<1$. Summing the geometric series of round trips gives

$$T=\frac{P\varepsilon}{|1-\rho_1\rho_3\varepsilon|^2}.$$

For equal electrodes $\rho=e^{2i\chi}$ with $\tan\chi=v/u$. Then $P=4\sin^22\chi$, and $\mathrm{Re}\,\rho^2=\cos4\chi=1-2\sin^22\chi=1-P/2$, so

$$T=\frac{P\varepsilon}{1+(P-2)\varepsilon+\varepsilon^2}. \tag{8}$$

At the peak, $T=4\varepsilon/(1+\varepsilon)^2=1/\cosh^2\kappa d$, which stays below 1. For $\kappa d=1$ it is 0.42, while $4\varepsilon$ is 0.54, an overestimate of 29% relative to the full value. In the example $\varepsilon\sim10^{-11}$ and the correction is negligible.

The thick limit also fails close to the top of the barrier, however large $d$ is. As $E\to V$, $\kappa$ and $u$ vanish together and $S/u\to m_{ox}d/\hbar$. For equal electrodes (3) then gives

$$T\to\frac{1}{1+(m_{ox}vd/2\hbar)^2},$$

whereas the prefactor in (1) tends to zero.

## The numbers for silicon and silica

The masses, in units of the free-electron mass, are rough typical values: 0.92 for silicon along the normal of a (100) surface, and 0.5 for the oxide. They give $k=1.554$ nm⁻¹ and $\kappa=6.275$ nm⁻¹. The velocities are $v=1.96\times10^5$ m/s and $u=1.45\times10^6$ m/s. The squared ratio can be read directly from the energies:

$$\frac{v^2}{u^2}=\frac{E\,m_{ox}}{(V-E)\,m}=\frac{0.1\times0.5}{3.0\times0.92}=0.0181,
\qquad P=\frac{16\times0.0181}{(1.0181)^2}=0.28 .$$

With $2\kappa d=25.1$, this gives $T=0.28\times1.26\times10^{-11}=3.5\times10^{-12}$. The electron is slow compared with $u$. Its reflection phase is $-165^\circ$, close to the $-180^\circ$ of a hard wall, so little of the wave stands at the interface. Setting $P=1$ would overestimate $T$ by a factor of 3.6, and setting $P=4$ by a factor of 14.

For equal parabolic electrodes of mass $m$, the condition $v=u$ reads $E/m=(V-E)/m_{ox}$, or

$$E^*=\frac{m}{m+m_{ox}}V=\frac{0.92}{1.42}\times3.1\ \text{eV}=2.0\ \text{eV}.$$

This is a maximum of $P$, not of $T$. At fixed thickness

$$\frac{d\ln T}{dE}=\frac{d\ln P}{dE}-2d\,\frac{d\kappa}{dE},\qquad \frac{d\kappa}{dE}=-\frac{m_{ox}}{\hbar^2\kappa}<0 .$$

At $E^*$ the first term vanishes and the second is positive, so $T$ is still rising. It goes from $1.1\times10^{-6}$ at $E^*$ to $9.6\times10^{-6}$ at 0.3 eV above.

**What the mass weighting changes.** If $\psi'$ is made continuous instead of $\psi'/m$, the algebra is the same with $k$ and $\kappa$ in the places of $v$ and $u$. For equal electrodes the peak is again 4, but it lies at $k=\kappa$, that is at $E=Vm_{ox}/(m+m_{ox})=1.1$ eV. So the weighting sets the position of the peak and not its height. At 0.1 eV, the plain rule would give $k/\kappa=0.248$ and a prefactor of 0.87, about three times too large within this model.

With unequal electrode masses the plain rule fails more plainly. It conserves $\mathrm{Im}(\psi^*\psi')$, so $k_1(1-|r|^2)=k_3|t|^2$ and $T=(m_1/m_3)(1-R)$, with $R=|r|^2$. Then $R+T\neq1$ whenever $m_1\ne m_3$ and $R<1$. For masses 0.3, 0.5 and 1.0, wavevectors 1.0, 1.2 and 1.5 nm⁻¹ (left, oxide, right) and a thickness of 0.5 nm, the sum is 0.52.

## What each derivation assumes

Both derivations assume parabolic bands, abrupt interfaces, normal incidence and no scattering in the oxide. They differ in what they need from the barrier. The first uses a closed solution across a flat barrier and makes no assumption about thickness until the last step. The second assumes a thick barrier from the start, unless the round trips are summed, but it looks at the wave near each interface separately. It can therefore be carried over to a barrier whose height changes slowly.

To do so, put $\psi=g(x)\,e^{-\int\kappa\,dx}$ into $\psi''=\kappa^2\psi$. This gives $g''-2\kappa g'-\kappa'g=0$, and dropping $g''$ for slow variation gives $g\propto\kappa^{-1/2}$. The density at the far side then gains a factor $u_0/u_d$, where $u_0$ and $u_d$ are the evanescent velocities at the two ends. The second derivation becomes

$$T\simeq4\,\frac{2v_1u_0}{v_1^2+u_0^2}\,\frac{2v_3u_d}{v_3^2+u_d^2}\,\exp\left(-2\int_0^d\kappa\,dx\right). \tag{9}$$

The bound of 4 survives at this order, with each electrode compared to the oxide next to it. Slow variation means $|\kappa'|\ll\kappa^2$, which fails as the barrier at the exit falls towards $E$. For the oxide of the example, (9) is within 1% of the exact result up to an oxide voltage of 2 V, but it is 21% low at 2.8 V and about four times low at 2.99 V.

An oxide voltage of 1 V provides a case. The barrier seen by the electron falls from 3.0 to 2.0 eV, and it leaves with 1.1 eV. The mean of $\sqrt{V(x)-E}$ falls to 0.911 of its flat value, so the exponent shrinks by $0.0887\times25.1=2.23$, a factor of 9.3. At the exit $v_3/u_d=\sqrt{1.1\times0.5/(2.0\times0.92)}=0.547$, which raises the last fraction in (9) from 0.264 to 0.842, a factor of 3.2. Their product, taken before rounding, is 29, and direct integration of the wave equation through the tilted barrier also gives 29. On a logarithmic scale the prefactor supplies about a third of this increase: half a decade out of one and a half. These figures keep the silicon band parabolic at 1.1 eV. With the nonparabolicity of 0.5 eV⁻¹ used below, the exit fraction is 0.74 and the increase is 26.

## Beside a real oxide

The parameters describe a thin gate oxide between heavily doped n-type silicon electrodes. An energy of 0.1 eV is the Fermi energy at 0 K for about $1.6\times10^{20}$ electrons per cm³ in six parabolic valleys. A voltage across the oxide breaks the assumption of a flat barrier: at 1 V the field is 5 MV/cm, half of a rough breakdown field of 10 MV/cm, and $T$ rises 29-fold. Other omissions are as large. If 0.5 is kept as the oxide mass at its band edge, and a two-band dispersion with a rough gap of 9 eV is used, $T$ rises by a factor of 67. Image forces raise it by a factor of 83 in a strong case, with ideal metal electrodes, a permittivity of 2.1, and the image potential, which diverges at the interfaces, cut off at the silicon band edge. This factor depends strongly on the cutoff, so it shows that the effect is large but does not fix its size. These factors were found one at a time and need not multiply. An oxide thinner by 0.1 nm gives a factor of 3.5. The value $3.5\times10^{-12}$ is thus a property of the model and not a prediction for a device.

Smaller changes come from the electron's energy and direction. Raising $E$ by the thermal energy at 300 K, 0.026 eV, multiplies $T$ by 1.4. Putting half of $E$ into lateral motion, with the lateral wavevector conserved, multiplies it by 0.47. The choice of valley can matter far more. Electrons in the four valleys with the light normal mass 0.19 have a larger $v$, and their $T$ is 4.2 times larger if the oxide does not conserve the in-plane wavevector. If it does, their large in-plane wavevector adds to the decay, and the ratio in this model is $6\times10^{-10}$. That number extends the parabolic oxide band to a lateral energy of about 7.4 eV, far beyond where it can be trusted, so it is not an estimate for a real oxide.

The peak itself lies outside the range of the parabolic band. With a rough nonparabolicity of 0.5 eV⁻¹ for silicon, the correction at 2.0 eV is as large as the parabolic term, and a two-band estimate, in which the mass in the matching rule grows with energy, moves the peak to 2.5 eV. There $v$ still means $\hbar k/m$ with that mass, which in a nonparabolic band is not the group velocity. The value 0.5 eV⁻¹ also overstates the effect along the normal. At 2.0 eV an empirical-pseudopotential band gives about 0.17 eV⁻¹ on the zone-centre side of the valley and about $-0.04$ eV⁻¹ on the other side, with group velocities near 5 and $9\times10^5$ m/s, so no single $v$ describes silicon there. The condition $v=u$ and the height 4 are firm results of this matching rule at a bare, abrupt interface; the energy at which silicon would meet that condition is not. Other rules that conserve current, with $m^a\psi$ and $m^{-1-a}\psi'$ continuous, keep the height 4 for equal electrodes but move the peak, to 1.55 eV for $a=-1/4$. An attractive layer at the interfaces removes the bound: wells 0.1 nm wide and 5 eV deep, with the oxide mass, on both sides of the oxide give $T\approx29\,e^{-2\kappa d}$ at 0.1 eV. The numerical output below lists the values used here.

## Computed results

```
barrier height V (rough): 3.1 eV
electron energy E: 0.1 eV
oxide thickness d: 2.0 nm
silicon normal mass (rough): 0.92 m0
silicon transverse mass (rough): 0.19 m0
oxide mass (rough): 0.50 m0
k in silicon: 1.554 1/nm
kappa in oxide: 6.275 1/nm
propagating velocity v: 1.955e+05 m/s
evanescent velocity u: 1.453e+06 m/s
ratio v/u: 0.1346
2 kappa d: 25.098
exp(-2 kappa d): 1.259e-11
prefactor P: 0.2796
T from matching equations: 3.520e-12
T from wave-equation integration: 3.520e-12
overestimate if P is set to 1: 3.58 times
overestimate if P is set to 4: 14.30 times
measured prefactor at v/u = 0.1: 0.1568
measured prefactor at v/u = 0.5: 2.5600
measured prefactor at v/u = 1.0: 4.0000
measured prefactor at v/u = 2.0: 2.5600
measured prefactor at v/u = 10.0: 0.1568
largest prefactor found: 4.000000
v1/u, v3/u there: 1.0000, 1.0000
reflection phase at v = u: -90.00 deg
reflection phase in example: -164.67 deg
peak energy, mass-weighted: 2.008 eV
peak energy, plain matching: 1.092 eV
peak height, plain matching: 4.0000
T at mass-weighted peak energy: 1.064e-06
T at 0.3 eV above it: 9.556e-06
R+T, plain matching, unequal masses: 0.522
oxide voltage for sizing: 1.0 V
oxide field at that voltage: 5.0 MV/cm
breakdown field (rough): 10 MV/cm
T ratio, oxide voltage on: 29.45
optical permittivity (rough): 2.1
image energy at mid-oxide: -0.238 eV
T ratio, image forces: 83.49
oxide gap (rough): 9.0 eV
T ratio, two-band oxide: 67.5
T ratio, oxide 0.1 nm thinner: 3.51
thermal energy at 300 K: 0.0259 eV
T ratio, energy raised by kT: 1.401
T ratio, half of E lateral: 0.467
T ratio, fourfold, k_par lost: 4.24
fourfold valley k_par (rough): 9.84 1/nm
T ratio, fourfold, k_par kept: 5.9e-10
density for Fermi energy E at 0 K: 1.57e+20 cm^-3
silicon nonparabolicity (rough): 0.5 1/eV
alpha times peak energy: 1.00
peak energy, nonparabolic Si: 2.497 eV
```
